# Edge-Channel Resistances of a Hall Bar with a Partly Transmitting Gate: a numerical check

```python
"""
Hall bar with N edge channels and a gate that transmits K of them.
Contacts: 1 source (left), 4 drain (right), 2 and 3 upper probes left and right
of the gate, 6 and 5 lower probes left and right of the gate.
Result under test, with R(ab) = (V_a - V_b)/I in units of h/e^2:
  R(23) = R(65) = 1/K - 1/N,  R(26) = R(35) = 1/N,
  R(25) = R(14) = 1/K,        R(36) = 2/N - 1/K.
The formulas are compared with a symbolic solution of the terminal equations and
with a quantum calculation (lattice Green function) that assumes no edge channels.
Lattice: hopping energy t = 1, lattice constant 1, theta = flux phase per cell.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.sparse import coo_matrix, csc_matrix, diags, eye, kron
from scipy.sparse.linalg import splu

PAIRS = ["14", "23", "65", "26", "35", "25", "36"]


def formulas(N, K):
    return {"14": 1 / K, "23": 1 / K - 1 / N, "65": 1 / K - 1 / N,
            "26": 1 / N, "35": 1 / N, "25": 1 / K, "36": 2 / N - 1 / K}


def edge_transmissions(N, K):
    """Entry [i][j]: transmission from contact j+1 to contact i+1."""
    T = [[0] * 6 for _ in range(6)]
    T[1][0] = T[3][2] = T[4][3] = T[0][5] = N
    T[2][1] = T[5][4] = K
    T[2][4] = T[5][1] = N - K
    return T


# ---------- symbolic solution of the terminal equations ----------
N_s, K_s = sp.symbols("N K", positive=True)
T_s = edge_transmissions(N_s, K_s)
V_s = list(sp.symbols("V1:7"))
currents = [sum(T_s[i][j] * (V_s[i] - V_s[j]) for j in range(6)) for i in range(6)]
equations = [currents[0] - 1] + [currents[i] for i in (1, 2, 4, 5)] + [V_s[3]]
solution = sp.solve(equations, V_s, dict=True)[0]
for pair, expected in formulas(N_s, K_s).items():
    a, b = int(pair[0]) - 1, int(pair[1]) - 1
    assert sp.simplify(solution[V_s[a]] - solution[V_s[b]] - expected) == 0
assert sp.simplify(currents[3].subs(solution) + 1) == 0

# ---------- lattice Hall bar ----------
LENGTH, WIDTH, PROBE = 90, 24, 20
LEFT_X, RIGHT_X = np.arange(6, 26), np.arange(64, 84)
GATE_X = np.arange(36, 54)
CELLS_PER_FLUX = 14
THETA = 2 * np.pi / CELLS_PER_FLUX
N_LATTICE = 3

# Landau levels of the infinite lattice, from its magnetic unit cell
m = np.arange(CELLS_PER_FLUX)
harper = np.diag(-2 * np.cos(THETA * m))
for i in m:
    j = (i + 1) % CELLS_PER_FLUX
    harper[i, j] -= 1
    harper[j, i] -= 1
levels = np.linalg.eigvalsh(harper)


def mid_gap(filled):
    return 0.5 * (levels[filled - 1] + levels[filled])


FERMI = mid_gap(N_LATTICE)


def raise_to_filling(filled):
    """Potential that leaves the given number of Landau levels occupied."""
    return FERMI - mid_gap(filled)


def chain(size):
    return -(np.eye(size, k=1) + np.eye(size, k=-1)).astype(complex)


def lead_self_energy(outward_phase, onsite):
    """Semi-infinite lead; outward hopping is -exp(i*outward_phase)."""
    size = len(outward_phase)
    out = np.diag(-np.exp(1j * outward_phase))
    bulk = chain(size) + onsite * np.eye(size)
    surface = bulk.copy()
    a, b = out.conj().T.copy(), out.copy()
    energy = (FERMI + 1e-8j) * np.eye(size)
    for _ in range(80):
        g = np.linalg.inv(energy - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
        if max(np.abs(a).max(), np.abs(b).max()) < 1e-13:
            break
    else:
        raise RuntimeError("lead iteration did not converge")
    return out.conj().T @ np.linalg.inv(energy - surface) @ out


def lattice_transmissions(K, theta=THETA, disorder=0.0, probe3_filling=N_LATTICE):
    y = np.arange(WIDTH)
    hop_x = kron(eye(LENGTH, k=-1), diags(-np.exp(1j * theta * y)))
    H = hop_x + hop_x.conj().T + kron(eye(LENGTH), csc_matrix(chain(WIDTH)))
    potential = np.zeros((LENGTH, WIDTH))
    potential[GATE_X] = raise_to_filling(K)
    rng = np.random.default_rng(7)
    potential += disorder * rng.uniform(-1, 1, potential.shape)
    H = H + diags(potential.ravel())

    def vertical(x, top, onsite=0.0):
        # lead gauge has phases on vertical bonds; rotate back to the bar gauge
        row = WIDTH - 1 if top else 0
        sigma = lead_self_energy(-theta * x if top else theta * x, onsite)
        rotation = np.exp(1j * theta * x * row)
        return x * WIDTH + row, rotation[:, None] * sigma * rotation.conj()[None, :]

    leads = [(y, lead_self_energy(-theta * y, 0.0)),
             vertical(LEFT_X, True),
             vertical(RIGHT_X, True, raise_to_filling(probe3_filling)),
             ((LENGTH - 1) * WIDTH + y, lead_self_energy(theta * y, 0.0)),
             vertical(RIGHT_X, False),
             vertical(LEFT_X, False)]
    size = LENGTH * WIDTH
    A = FERMI * eye(size) - H
    for sites, sigma in leads:
        n = len(sites)
        A = A - coo_matrix((sigma.ravel(), (np.repeat(sites, n), np.tile(sites, n))),
                           shape=(size, size))
    factor = splu(csc_matrix(A))
    gammas = [1j * (s - s.conj().T) for _, s in leads]
    T = np.zeros((6, 6))
    for j, (source, _) in enumerate(leads):
        rhs = np.zeros((size, len(source)), dtype=complex)
        rhs[source, np.arange(len(source))] = 1
        G = factor.solve(rhs)
        for i, (target, _) in enumerate(leads):
            if i != j:
                g = G[target]
                T[i, j] = np.trace(gammas[i] @ g @ gammas[j] @ g.conj().T).real
    # current conservation: total in equals total out at each contact
    assert np.allclose(T.sum(axis=0), T.sum(axis=1), atol=1e-4)
    return T


def resistances(T):
    """Unit current from contact 1 to contact 4, no current in the probes."""
    G = np.diag(T.sum(axis=1)) - T
    keep = [0, 1, 2, 4, 5]
    V = np.zeros(6)
    V[keep] = np.linalg.solve(G[np.ix_(keep, keep)], np.array([1.0, 0, 0, 0, 0]))
    return {p: V[int(p[0]) - 1] - V[int(p[1]) - 1] for p in PAIRS}


TOL = 0.01  # residual tunnelling between edges of a bar of finite width
clean_T, clean_R = {}, {}
for K in (3, 2, 1):
    clean_T[K] = lattice_transmissions(K)
    clean_R[K] = resistances(clean_T[K])
    assert np.allclose(clean_T[K], edge_transmissions(N_LATTICE, K), atol=TOL)
    for p, value in formulas(N_LATTICE, K).items():
        assert abs(clean_R[K][p] - value) < TOL

# reversed field: diagonals exchange magnitudes and change sign
reversed_R = resistances(lattice_transmissions(1, theta=-THETA))
assert abs(reversed_R["25"] + clean_R[1]["36"]) < TOL
assert abs(reversed_R["36"] + clean_R[1]["25"]) < TOL
assert abs(reversed_R["23"] - clean_R[1]["23"]) < TOL

# disorder mixes channels but leaves the readings of ideal probes unchanged
DISORDER = 0.3
dirty_R = resistances(lattice_transmissions(1, disorder=DISORDER))
for p, value in formulas(N_LATTICE, 1).items():
    assert abs(dirty_R[p] - value) < TOL

# probe 3 accepts fewer channels: only the readings that use it may change
partial = {}
for label, filling, strength in (("1 channel, clean", 1, 0.0),
                                 ("2 channels, clean", 2, 0.0),
                                 ("1 channel, disorder", 1, DISORDER)):
    R = resistances(lattice_transmissions(1, disorder=strength, probe3_filling=filling))
    for p in ("14", "65", "26", "25"):
        assert abs(R[p] - formulas(N_LATTICE, 1)[p]) < TOL
    assert -TOL < R["23"] < 1 + TOL
    partial[label] = R["23"]
ideal = formulas(N_LATTICE, 1)["23"]
assert max(abs(v - ideal) for v in partial.values()) > 0.02
assert abs(partial["1 channel, clean"] - partial["1 channel, disorder"]) > 1e-3

# ---------- printed numbers ----------
R_K = constants.h / constants.e**2
current = 10e-9
print(f"h/e^2 = {R_K:.3f} ohm")
print(f"Worked example: N = 3, K = 2, I = {current * 1e9:.0f} nA, V4 = 0")
for k in range(6):
    v = float(solution[V_s[k]].subs({N_s: 3, K_s: 2})) if k != 3 else 0.0
    print(f"  V{k + 1} = {v * R_K * current * 1e6:.2f} microvolt")
for K in (2, 1):
    print(f"N = 3, K = {K}: formula (h/e^2), lattice (h/e^2), formula (ohm)")
    for p, value in formulas(3, K).items():
        print(f"  R({p}) {value:9.5f} {clean_R[K][p]:9.5f} {value * R_K:11.1f}")
print(f"Lattice: {LENGTH} x {WIDTH} sites, probe width {PROBE} sites, "
      f"1/{CELLS_PER_FLUX} flux quantum per cell")
print("Lowest four Landau levels (t):", " ".join(f"{e:.4f}" for e in levels[:4]))
print(f"Fermi energy = {FERMI:.4f} t")
print(f"Gate potential: K=2 {raise_to_filling(2):.4f} t, K=1 {raise_to_filling(1):.4f} t")
for K in (3, 2, 1):
    T = clean_T[K]
    error = np.abs(T - np.array(edge_transmissions(3, K))).max()
    print(f"K={K}: T21={T[1, 0]:.5f} T32={T[2, 1]:.5f} T35={T[2, 4]:.5f}, "
          f"largest error of any T = {error:.1e}")
print(f"Ungated lattice bar: R(23) = {clean_R[3]['23']:.5f}, "
      f"R(25) = {clean_R[3]['25']:.5f}, R(36) = {clean_R[3]['36']:.5f} h/e^2")
print(f"Reversed field, K=1: R(23) = {reversed_R['23']:.5f}, "
      f"R(25) = {reversed_R['25']:.5f}, R(36) = {reversed_R['36']:.5f} h/e^2")
print(f"Disorder within +-{DISORDER} t, K=1: R(23) = {dirty_R['23']:.5f}, "
      f"R(36) = {dirty_R['36']:.5f} h/e^2")
print(f"Probe 3 lead with fewer channels, K=1 (ideal probe {ideal:.5f} h/e^2):")
for label, value in partial.items():
    print(f"  {label}: R(23) = {value:.5f} h/e^2")
print("all assertions hold")
```

Output:

```
h/e^2 = 25812.807 ohm
Worked example: N = 3, K = 2, I = 10 nA, V4 = 0
  V1 = 129.06 microvolt
  V2 = 129.06 microvolt
  V3 = 86.04 microvolt
  V4 = 0.00 microvolt
  V5 = 0.00 microvolt
  V6 = 43.02 microvolt
N = 3, K = 2: formula (h/e^2), lattice (h/e^2), formula (ohm)
  R(14)   0.50000   0.50004     12906.4
  R(23)   0.16667   0.16671      4302.1
  R(65)   0.16667   0.16671      4302.1
  R(26)   0.33333   0.33333      8604.3
  R(35)   0.33333   0.33333      8604.3
  R(25)   0.50000   0.50004     12906.4
  R(36)   0.16667   0.16662      4302.1
N = 3, K = 1: formula (h/e^2), lattice (h/e^2), formula (ohm)
  R(14)   1.00000   1.00000     25812.8
  R(23)   0.66667   0.66667     17208.5
  R(65)   0.66667   0.66667     17208.5
  R(26)   0.33333   0.33333      8604.3
  R(35)   0.33333   0.33333      8604.3
  R(25)   1.00000   1.00000     25812.8
  R(36)  -0.33333  -0.33333     -8604.3
Lattice: 90 x 24 sites, probe width 20 sites, 1/14 flux quantum per cell
Lowest four Landau levels (t): -3.5760 -2.7757 -2.0694 -1.4503
Fermi energy = -1.7598 t
Gate potential: K=2 0.6627 t, K=1 1.4160 t
K=3: T21=3.00000 T32=3.00000 T35=0.00000, largest error of any T = 4.0e-07
K=2: T21=3.00000 T32=1.99983 T35=1.00017, largest error of any T = 1.7e-04
K=1: T21=3.00000 T32=1.00000 T35=2.00000, largest error of any T = 1.5e-06
Ungated lattice bar: R(23) = 0.00000, R(25) = 0.33333, R(36) = 0.33333 h/e^2
Reversed field, K=1: R(23) = 0.66667, R(25) = 0.33333, R(36) = -1.00000 h/e^2
Disorder within +-0.3 t, K=1: R(23) = 0.66667, R(36) = -0.33334 h/e^2
Probe 3 lead with fewer channels, K=1 (ideal probe 0.66667 h/e^2):
  1 channel, clean: R(23) = 0.86785 h/e^2
  2 channels, clean: R(23) = 0.64037 h/e^2
  1 channel, disorder: R(23) = 0.79659 h/e^2
all assertions hold
```
